**Dispersion between two rod-like molecules: collinear against side by side**

For axial and transverse polarisabilities $\alpha_\parallel$ and $\alpha_\perp$, one mean excitation energy and equal centre separation, the collinear-to-side-by-side dispersion ratio is $(4k^2+2)/(k^2+5)$, with $k=\alpha_\parallel/\alpha_\perp$. The program asserts the two energies, their ratio, the crossover at $k=1$ and the break-even distance against the zero-point energies of coupled oscillators obtained by diagonalization. It also asserts the orientation average by angular quadrature, the acetylene polarisabilities by finite fields, and the electrostatic and inducing-field formulas by point charges. At 200 bohr, the response formula is asserted against a sum over transitions with the full Coulomb interaction. For acetylene at 8 Å, the output gives $-0.689$ meV collinear and $-0.404$ meV side by side, a ratio of 1.71. Separate axial and transverse energies lower the ratio to 1.56, while the full Coulomb interaction at 8 Å gives 2.44. The repulsion between molecular quadrupoles, 6.12 and 2.30 meV, is larger than the dispersion in both arrangements.

## Program and output

```python
# Result under test: for two identical rods with polarisabilities a_par (axial)
# and a_perp (transverse), one mean excitation energy U and separation R,
#   E_collinear = -U (4 a_par^2 + 2 a_perp^2) / (8 R^6)
#   E_side      = -U (a_par^2 + 5 a_perp^2) / (8 R^6)
# Atomic units inside the program; printed values carry their own units.
# The example is acetylene, RHF and time-dependent RHF, aug-cc-pVDZ.
import numpy as np
import sympy as sp
from scipy import constants as const
from pyscf import gto, scf, ao2mo

BOHR = const.physical_constants['Bohr radius'][0] * 1e10
HARTREE = const.physical_constants['Hartree energy in eV'][0]
MEV = 1000 * HARTREE


def collinear(a_par, a_perp, U, R):
    return -U * (4 * a_par**2 + 2 * a_perp**2) / (8 * R**6)


def side(a_par, a_perp, U, R):
    return -U * (a_par**2 + 5 * a_perp**2) / (8 * R**6)


def ratio_law(k):
    return (4 * k**2 + 2) / (k**2 + 5)


def dipole_tensor(direction, R):
    n = np.array(direction, float)
    return (np.eye(3) - 3 * np.outer(n, n)) / R**3


def oscillator_energy(a_par, a_perp, U, R, direction):
    """Exact zero-point shift of two coupled oscillators, rods along z."""
    root = np.diag(np.sqrt([a_perp, a_perp, a_par]))
    C = root @ dipole_tensor(direction, R) @ root
    K = np.block([[np.eye(3), C], [C.T, np.eye(3)]])
    return U * (0.5 * np.sum(np.sqrt(np.linalg.eigvalsh(K))) - 3)


X, Z = (1, 0, 0), (0, 0, 1)

# Dipole tensor from derivatives of the Coulomb potential.
xyz = sp.symbols('x y z', real=True)
inv_r = 1 / sp.sqrt(sum(c**2 for c in xyz))
point = dict(zip(xyz, (0, 0, 3)))
T_sym = np.array([[float((-sp.diff(inv_r, a, b)).subs(point))
                   for b in xyz] for a in xyz])
assert np.allclose(T_sym, dipole_tensor(Z, 3.0), atol=1e-13)

# Energies, ratio, crossover and break-even distance from diagonalization.
for k in (0.3, 0.8, 1.0, 1.5, 3.0, 5.0):
    ec = oscillator_energy(k, 1.0, 0.5, 12.0, Z)
    es = oscillator_energy(k, 1.0, 0.5, 12.0, X)
    assert abs(ec / collinear(k, 1.0, 0.5, 12.0) - 1) < 1e-4
    assert abs(es / side(k, 1.0, 0.5, 12.0) - 1) < 1e-4
    assert abs(ec / es / ratio_law(k) - 1) < 1e-4
    if k != 1.0:
        assert (abs(ec) > abs(es)) == (k > 1)
    R_equal = 12.0 * ratio_law(k)**(-1 / 6)
    e_equal = oscillator_energy(k, 1.0, 0.5, R_equal, X)
    assert abs(e_equal / ec - 1) < 2e-4

# Orientation average by quadrature over both molecular axes.
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(4)
tensors, weights = [], []
for c, w in zip(cos_nodes, cos_weights):
    for phi in np.arange(6) * np.pi / 3:
        s = np.sqrt(1 - c*c)
        u = np.array([s*np.cos(phi), s*np.sin(phi), c])
        tensors.append(np.eye(3) + 2.0 * np.outer(u, u))
        weights.append(w / 12)
T = dipole_tensor(Z, 10.0)
average = sum(wa * wb * (-0.5 / 8) * np.trace(a @ T @ b @ T)
              for a, wa in zip(tensors, weights)
              for b, wb in zip(tensors, weights))
mean_test = (3.0 + 2 * 1.0) / 3
assert abs(average / (-0.75 * 0.5 * mean_test**2 / 1e6) - 1) < 1e-10

# Acetylene ground state, centred on the origin, axis along z.
CC, CH = 1.20, 1.06
zC, zH = CC / 2 / BOHR, (CC / 2 + CH) / BOHR
atoms = [('C', (0, 0, zC)), ('C', (0, 0, -zC)),
         ('H', (0, 0, zH)), ('H', (0, 0, -zH))]
BASIS = 'aug-cc-pvdz'
mol = gto.M(atom=atoms, basis=BASIS, unit='Bohr', verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
nocc = mol.nelectron // 2
Co, Cv = mf.mo_coeff[:, :nocc], mf.mo_coeff[:, nocc:]
nvir = Cv.shape[1]
nov = nocc * nvir

# Singlet linear-response matrices and transition amplitudes.
ovov = ao2mo.general(mol, (Co, Cv, Co, Cv), compact=False)
ovov = ovov.reshape(nocc, nvir, nocc, nvir)
oovv = ao2mo.general(mol, (Co, Co, Cv, Cv), compact=False)
oovv = oovv.reshape(nocc, nocc, nvir, nvir)
gaps = (mf.mo_energy[None, nocc:] - mf.mo_energy[:nocc, None]).ravel()
direct = ovov.reshape(nov, nov)
exch1 = oovv.transpose(0, 2, 1, 3).reshape(nov, nov)
exch2 = ovov.transpose(0, 3, 2, 1).reshape(nov, nov)
minus = np.diag(gaps) - exch1 + exch2
plus = np.diag(gaps) + 4 * direct - exch1 - exch2
ev, vec = np.linalg.eigh(minus)
assert ev.min() > 0
root_minus = (vec * np.sqrt(ev)) @ vec.T
om2, modes = np.linalg.eigh(root_minus @ plus @ root_minus)
assert om2.min() > 0
omega = np.sqrt(om2)
amps = root_minus @ modes / np.sqrt(omega)
r_ao = mol.intor('int1e_r')
r_ov = np.array([(Co.T @ r @ Cv).ravel() for r in r_ao])
strength = 4 * omega * (r_ov @ amps)**2


def alpha_imag(axis, w):
    return np.sum(strength[axis] / (om2 + w*w))


a_perp, a_par = alpha_imag(0, 0.0), alpha_imag(2, 0.0)

# Static response against the dipole induced by a finite field.
h0, field = mf.get_hcore(), 0.001
dm0 = mf.make_rdm1()
for axis, value in ((0, a_perp), (2, a_par)):
    ff = scf.RHF(mol)
    ff.conv_tol = 1e-11
    h_field = h0 + field * r_ao[axis]
    ff.get_hcore = lambda *args, h=h_field: h
    ff.kernel(dm0)
    assert ff.converged
    induced = -np.sum(ff.make_rdm1() * r_ao[axis]) / field
    assert abs(induced / value - 1) < 2e-3

# Imaginary-frequency integrals and the single mean energy.
node, weight = np.polynomial.legendre.leggauss(80)
freq = 0.5 * (1 + node) / (1 - node)
wfreq = weight / (1 - node)**2
ax = np.array([alpha_imag(0, w) for w in freq])
az = np.array([alpha_imag(2, w) for w in freq])
I_perp = np.sum(wfreq * ax**2) / (2 * np.pi)
I_par = np.sum(wfreq * az**2) / (2 * np.pi)
C6 = 3 / np.pi * np.sum(wfreq * ((az + 2 * ax) / 3)**2)
a_mean = (a_par + 2 * a_perp) / 3
U = 4 * C6 / (3 * a_mean**2)
U_par, U_perp = 8 * I_par / a_par**2, 8 * I_perp / a_perp**2

# Dispersion with the full Coulomb interaction between transition densities.
low = np.tril_indices(mol.nao)
packed = np.empty((len(low[0]), nov))
for n in range(nov):
    D = Co @ amps[:, n].reshape(nocc, nvir) @ Cv.T
    D = D + D.T
    D[np.diag_indices(mol.nao)] *= 0.5
    packed[:, n] = D[low]


def full_dispersion(direction, R):
    moved = [(s, tuple(np.array(p) + R * np.array(direction)))
             for s, p in atoms]
    pair = gto.M(atom=atoms + moved, basis=BASIS, unit='Bohr', verbose=0)
    nb = mol.nbas
    eri = pair.intor('int2e', aosym='s4',
                     shls_slice=(0, nb, 0, nb, nb, 2*nb, nb, 2*nb))
    V = 2 * packed.T @ (eri @ packed)
    energy = -np.sum(V**2 / (omega[:, None] + omega[None, :]))
    S = pair.intor('int1e_ovlp', shls_slice=(0, nb, nb, 2*nb))
    return energy, np.sum((Co.T @ S @ Co)**2)


far = 200.0
far_col = full_dispersion(Z, far)[0]
far_side = full_dispersion(X, far)[0]
assert abs(far_col / (-(4*I_par + 2*I_perp) / far**6) - 1) < 0.01
assert abs(far_side / (-(I_par + 5*I_perp) / far**6) - 1) < 0.01

# Point-charge tests of leading electrostatic and inducing-field formulas.
d = 0.01
charges = np.array([1.0, -2.0, 1.0])
places = np.array([[0, 0, -d], [0, 0, 0], [0, 0, d]])
theta_test = np.sum(charges * places[:, 2]**2)
for direction, cE, cF in ((Z, 6.0, 3.0), (X, 2.25, 1.5)):
    n = np.array(direction, float)
    energy = sum(qa * qb / np.linalg.norm(n + pb - pa)
                 for qa, pa in zip(charges, places)
                 for qb, pb in zip(charges, places))
    efield = sum(q * (n - p) / np.linalg.norm(n - p)**3
                 for q, p in zip(charges, places))
    assert abs(energy / (cE * theta_test**2) - 1) < 0.01
    assert abs(np.linalg.norm(efield) / (cF * theta_test) - 1) < 0.01

# Worked comparison and omitted effects.
R_A = 8.0
R = R_A / BOHR
k = a_par / a_perp
e_col, e_side = collinear(a_par, a_perp, U, R), side(a_par, a_perp, U, R)
t_col = -(4 * I_par + 2 * I_perp) / R**6
t_side = -(I_par + 5 * I_perp) / R**6
f_col, overlap_col = full_dispersion(Z, R)
f_side, overlap_side = full_dispersion(X, R)
o_col = oscillator_energy(a_par, a_perp, U, R, Z)
o_side = oscillator_energy(a_par, a_perp, U, R, X)
rr = mol.intor('int1e_rr').reshape(3, 3, mol.nao, mol.nao)
theta = (np.sum(mol.atom_charges() * mol.atom_coords()[:, 2]**2)
         - np.sum(dm0 * (rr[2, 2] - rr[0, 0])))
q_col, q_side = 6 * theta**2 / R**5, 2.25 * theta**2 / R**5
ind_col = -a_par * (3 * theta / R**4)**2
ind_side = -a_perp * (1.5 * theta / R**4)**2
kT = const.k * 300 / const.e * 1000
reduced_length = const.hbar * const.c / (U * HARTREE * const.e) * 1e10


def show(label, value, unit='', digits=4):
    print(f'{label}: {value:.{digits}f} {unit}'.rstrip())


print('Acetylene, RHF / time-dependent RHF, aug-cc-pVDZ')
show('CC bond length', CC, 'angstrom', 2)
show('CH bond length', CH, 'angstrom', 2)
show('Centre separation R', R_A, 'angstrom', 2)
show('Axial polarisability', a_par * BOHR**3, 'angstrom^3')
show('Transverse polarisability', a_perp * BOHR**3, 'angstrom^3')
show('Mean polarisability', a_mean * BOHR**3, 'angstrom^3')
show('Polarisability ratio k', k)
show('Isotropic C6', C6 * HARTREE * BOHR**6, 'eV angstrom^6', 2)
show('Single mean energy U', U * HARTREE, 'eV', 3)
show('One-U collinear energy', e_col * MEV, 'meV')
show('One-U side-by-side energy', e_side * MEV, 'meV')
show('One-U collinear minus side', (e_col - e_side) * MEV, 'meV')
show('One-U energy ratio', e_col / e_side)
show('Break-even R_side/R_col', ratio_law(k)**(-1 / 6))
show('Break-even R_side for R_col = R',
     R_A * ratio_law(k)**(-1 / 6), 'angstrom', 3)
print('Effects outside the one-U point-dipole model')
show('Axial effective energy', U_par * HARTREE, 'eV', 3)
show('Transverse effective energy', U_perp * HARTREE, 'eV', 3)
show('Response point-dipole collinear', t_col * MEV, 'meV')
show('Response point-dipole side', t_side * MEV, 'meV')
show('Response point-dipole ratio', t_col / t_side)
show('Full-Coulomb collinear dispersion', f_col * MEV, 'meV')
show('Full-Coulomb side dispersion', f_side * MEV, 'meV')
show('Full-Coulomb dispersion ratio', f_col / f_side)
show('Finite-length change, collinear', 100*(f_col/t_col - 1), '%', 2)
show('Finite-length change, side', 100*(f_side/t_side - 1), '%', 2)
show('Higher dipole orders, collinear', 100*(o_col/e_col - 1), '%')
show('Higher dipole orders, side', 100*(o_side/e_side - 1), '%')
show('Molecular quadrupole', theta, 'e bohr^2')
show('Quadrupole energy, collinear', q_col * MEV, 'meV')
show('Quadrupole energy, side', q_side * MEV, 'meV')
show('Induction energy, collinear', ind_col * MEV, 'meV')
show('Induction energy, side', ind_side * MEV, 'meV')
show('Rough exchange scale 2 U sum(S^2), collinear',
     2 * U * overlap_col * MEV, 'meV', 6)
show('Rough exchange scale 2 U sum(S^2), side',
     2 * U * overlap_side * MEV, 'meV', 6)
show('Thermal energy kT at 300 K', kT, 'meV', 2)
show('Retardation length hbar c/U', reduced_length, 'angstrom', 1)
print('all good')
```

Output:

```
Acetylene, RHF / time-dependent RHF, aug-cc-pVDZ
CC bond length: 1.20 angstrom
CH bond length: 1.06 angstrom
Centre separation R: 8.00 angstrom
Axial polarisability: 4.6160 angstrom^3
Transverse polarisability: 2.7368 angstrom^3
Mean polarisability: 3.3632 angstrom^3
Polarisability ratio k: 1.6866
Isotropic C6: 122.24 eV angstrom^6
Single mean energy U: 14.409 eV
One-U collinear energy: -0.6885 meV
One-U side-by-side energy: -0.4037 meV
One-U collinear minus side: -0.2848 meV
One-U energy ratio: 1.7055
Break-even R_side/R_col: 0.9149
Break-even R_side for R_col = R: 7.319 angstrom
Effects outside the one-U point-dipole model
Axial effective energy: 13.104 eV
Transverse effective energy: 15.627 eV
Response point-dipole collinear: -0.6442 meV
Response point-dipole side: -0.4122 meV
Response point-dipole ratio: 1.5628
Full-Coulomb collinear dispersion: -1.0725 meV
Full-Coulomb side dispersion: -0.4394 meV
Full-Coulomb dispersion ratio: 2.4409
Finite-length change, collinear: 66.49 %
Finite-length change, side: 6.59 %
Higher dipole orders, collinear: 0.0088 %
Higher dipole orders, side: 0.0029 %
Molecular quadrupole: 5.4420 e bohr^2
Quadrupole energy, collinear: 6.1232 meV
Quadrupole energy, side: 2.2962 meV
Induction energy, collinear: -0.0828 meV
Induction energy, side: -0.0123 meV
Rough exchange scale 2 U sum(S^2), collinear: 0.016092 meV
Rough exchange scale 2 U sum(S^2), side: 0.005731 meV
Thermal energy kT at 300 K: 25.85 meV
Retardation length hbar c/U: 136.9 angstrom
all good
```
